\section*{Why Born charges in perovskites far exceed nominal valence}

\section{What is being measured}

\textbf{Q:} In oxide perovskites with a nominally 4+ metal, I am told that the metal responds to a field as if it carried a charge near 7. Does it have more than four electrons missing?

\textbf{A:} No. Two different quantities are called charge. A static charge counts electrons near an atom at rest. The Born charge measures the dipole $p$ created when the atom moves by $u$ with the macroscopic field held at zero:
\begin{equation}
Z^*=\frac1e\frac{\partial p}{\partial u},\qquad e>0 .
\end{equation}
I quote charges in units of $e$. Suppose that the electrons sit on sites $x_i$ with populations $N_i$, and that the position operator is diagonal in these sites. With core charges $C_i$,
\begin{equation}
p=e\sum_i (C_i-N_i)\,x_i .
\end{equation}
Let one metal atom M move. Its nominal valence $Z_{\rm nom}$ refers to an empty $d$ shell, so its core charge is $Z_{\rm nom}$. The product rule gives
\begin{equation}
Z^*=Z_{\rm nom}-N_d+Z_{\rm dyn},\qquad
Z_{\rm dyn}=-\sum_i x_i\frac{\partial N_i}{\partial u}.
\label{split}
\end{equation}
Here $N_d$ is the number of electrons that covalency places on M. They travel with M and lower its charge. Any excess over nominal valence must therefore come from $Z_{\rm dyn}$, the electrons that change site during the motion.

\textbf{Q:} Is the excess found on every atom of the perovskite?

\textbf{A:} The mechanism below concerns M with an empty $d$ shell and the oxygen that moves along the M--O line. It does not cover the large A cation or oxygen moving sideways.

\section{The two-band chain}

\textbf{Q:} Which model contains the effect?

\textbf{A:} Take a chain O--M--O--M with period $a$ and bond length $d=a/2$. Each cell has one oxygen $p$ orbital, filled by two electrons, and one empty metal $d$ orbital. The orbitals are orthogonal, their levels differ by $\Delta$, and electron interactions are left out. The hopping depends on bond length $r$ as
\begin{equation}
t(r)=t\,(d/r)^n,\qquad
\alpha\equiv-\left.\frac{dt}{dr}\right|_{d}=\frac{nt}{d}.
\end{equation}
For the $\sigma$ bond, $d$ is even and $p$ is odd under reversal of the chain axis; for a $\pi$ bond, $d$ is odd and $p$ is even. In both cases the hoppings from M to its right and left oxygen have opposite signs.

First-order responses add, so moving every M by $u$ gives, per cell, the same dipole as moving one M. I use the uniform displacement. Every site is an inversion centre at $u=0$, and inversion turns $u$ into $-u$. The on-site energies therefore change only at second order, and to first order only the hoppings matter:
\begin{equation}
t_R=t+\alpha u,\qquad t_L=t-\alpha u .
\end{equation}
The drag of the orbital itself is already counted in $N_d$, so the Bloch phases use undisplaced positions. With $\theta=ka/2$, the $d$--$p$ element is
\begin{equation}
h=t_Re^{i\theta}-t_Le^{-i\theta}
=2\alpha u\cos\theta+2it\sin\theta .
\end{equation}
With energy zero midway between the levels, and $d$ listed before $p$,
\begin{equation}
H=\begin{pmatrix}\Delta/2&h\\h^*&-\Delta/2\end{pmatrix},\qquad
\varepsilon_k=\sqrt{\frac{\Delta^2}{4}+4t^2\sin^2\theta}\quad(u=0).
\end{equation}
The bands are $\pm\varepsilon_k$. At $k=0$ the two contributions to $h$ cancel, so the gap of the undistorted chain equals $\Delta$.

\textbf{Q:} How do you get the electron displacement in a crystal, where $x$ is unbounded?

\textbf{A:} The distortion mixes the filled state $v$ only with the empty state $c$ at the same $k$, so only the element $x_{vc}$ is needed. From $H(k)=e^{-ikx}He^{ikx}$ we have $[x,H]=i\,\partial_kH$. Taking the $vc$ element, with $\varepsilon_c-\varepsilon_v=2\varepsilon_k$,
\begin{equation}
x_{vc}=\frac{i\langle v|\partial_kH|c\rangle}{2\varepsilon_k}.
\end{equation}
The first-order admixture of $c$ per unit $u$ is $-\langle c|\partial_uH|v\rangle/2\varepsilon_k$. Let $X$ be the mean electron position at frozen site positions, and let $\langle\dots\rangle_k$ be the zone average. Then
\begin{align}
\frac{dX}{du}
&=\left\langle 2\,{\rm Re}\!\left[-\frac{iM}{4\varepsilon_k^2}\right]\right\rangle_k
=\left\langle\frac{{\rm Im}\,M}{2\varepsilon_k^2}\right\rangle_k,\\
M&=\langle v|\partial_kH|c\rangle\langle c|\partial_uH|v\rangle .
\end{align}
In Pauli matrices, $\partial_kH=-ta\cos\theta\,\sigma_y$ and $\partial_uH=2\alpha\cos\theta\,\sigma_x$. Replace $|c\rangle\langle c|$ by $1-|v\rangle\langle v|$. The subtracted term is a product of two real expectation values and drops out of the imaginary part. Since $\sigma_y\sigma_x=-i\sigma_z$ and $\langle v|\sigma_z|v\rangle=-\Delta/2\varepsilon_k$,
\begin{equation}
{\rm Im}\,M=2\alpha ta\cos^2\theta\,\langle v|\sigma_z|v\rangle
=-\frac{\alpha ta\Delta\cos^2\theta}{\varepsilon_k}.
\end{equation}
Two electrons of charge $-e$ give $Z_{\rm dyn}=-2\,dX/du$, hence
\begin{equation}
Z_{\rm dyn}=a\alpha t\Delta\left\langle\frac{\cos^2\theta}{\varepsilon_k^3}\right\rangle_k>0 .
\label{avg}
\end{equation}
The electrons move against M. A positive ion going right and electrons going left add to the same dipole. The $d$ weight of each filled state is $(1+\langle\sigma_z\rangle)/2$, so for two spins
\begin{equation}
N_d=1-\frac{\Delta}{2}\left\langle\frac1{\varepsilon_k}\right\rangle_k .
\label{nd}
\end{equation}
Neither $\hbar$ nor the electron mass enters.

\section{Dependence on the gap}

\textbf{Q:} Can the averages be done in closed form?

\textbf{A:} Yes. Put $\theta=\pi/2-\phi$ and define
\begin{equation}
E_m^2=\frac{\Delta^2}{4}+4t^2,\qquad m=\frac{4t^2}{E_m^2},\qquad D=\sqrt{1-m\sin^2\phi},
\end{equation}
so that $\varepsilon_k=E_mD$. With ${\rm K}(m)=\int_0^{\pi/2}d\phi/D$ and ${\rm E}(m)=\int_0^{\pi/2}D\,d\phi$, Eq.~(\ref{nd}) becomes
\begin{equation}
N_d=1-\frac{\Delta\,{\rm K}(m)}{\pi E_m}.
\end{equation}
For $Z_{\rm dyn}$ we need $\int\sin^2\phi\,D^{-3}d\phi$. Differentiation, with $\sin^2\phi=(1-D^2)/m$, gives
\begin{equation}
\frac{d}{d\phi}\frac{\sin\phi\cos\phi}{D}=\frac1m\left[D-\frac{1-m}{D^3}\right].
\end{equation}
The left side integrates to zero over $(0,\pi/2)$, so $\int D^{-3}d\phi={\rm E}/(1-m)$. Therefore
\begin{equation}
\int_0^{\pi/2}\frac{\sin^2\phi}{D^3}d\phi
=\frac1m\int_0^{\pi/2}\left(\frac1{D^3}-\frac1D\right)d\phi
=\frac{{\rm E}-(1-m){\rm K}}{m(1-m)} .
\end{equation}
The zone average supplies $2/\pi$. Using $m(1-m)E_m^4=t^2\Delta^2$ and $a\alpha=2nt$,
\begin{equation}
Z_{\rm dyn}=\frac{4nE_m}{\pi\Delta}\left[{\rm E}(m)-(1-m){\rm K}(m)\right].
\label{closed}
\end{equation}

\textbf{Q:} What does this say for a wide gap?

\textbf{A:} For $\Delta\gg t$, set $\varepsilon_k\simeq\Delta/2$ in Eq.~(\ref{avg}) and use $\langle\cos^2\theta\rangle=1/2$. In Eq.~(\ref{nd}) the next term is needed, $1/\varepsilon_k\simeq(2/\Delta)(1-8t^2\sin^2\theta/\Delta^2)$. To leading order,
\begin{equation}
Z_{\rm dyn}\simeq\frac{8nt^2}{\Delta^2},\qquad
N_d\simeq\frac{4t^2}{\Delta^2},\qquad
Z^*-Z_{\rm nom}\simeq\frac{(8n-4)t^2}{\Delta^2}.
\label{wide}
\end{equation}
Both terms come from the same covalency, but the dynamical one is larger by a factor of $2n$. Each bond places $q=2t^2/\Delta^2$ electrons on M. When M moves right, the right oxygen gives up $dq/du=4t\alpha/\Delta^2$ more electrons per unit displacement, and the left one takes back the same number. The population of M stays fixed, while charge has crossed the whole distance $a$. The resulting $4at\alpha/\Delta^2$ equals $8nt^2/\Delta^2$.

\textbf{Q:} And for a narrow gap?

\textbf{A:} For $\Delta\ll t$ the average is dominated by small $\theta$, where $\cos\theta\simeq1$ and $\sin\theta\simeq\theta$:
\begin{equation}
Z_{\rm dyn}\simeq\frac{a\alpha t\Delta}{\pi}\int_{-\infty}^{\infty}
\frac{d\theta}{(\Delta^2/4+4t^2\theta^2)^{3/2}}
=\frac{4a\alpha}{\pi\Delta}=\frac{8nt}{\pi\Delta}.
\end{equation}
The integral equals $4/(t\Delta^2)$. At fixed $t$ and $n$, the growth thus changes from $\Delta^{-2}$ to $\Delta^{-1}$. The logarithmic slope stays between these values. Differentiating Eq.~(\ref{avg}),
\begin{equation}
\frac{d\ln Z_{\rm dyn}}{d\ln\Delta}
=1-3\,\frac{\langle(\Delta^2/4)\cos^2\theta/\varepsilon_k^5\rangle_k}
{\langle\cos^2\theta/\varepsilon_k^3\rangle_k}>-2,
\end{equation}
because $\Delta^2/4<\varepsilon_k^2$ except at $k=0$. For the other side, ${\rm E}-(1-m){\rm K}=m\int\cos^2\phi\,D^{-1}d\phi$ and $mE_m=2t\sqrt m$ turn Eq.~(\ref{closed}) into
\begin{equation}
\Delta\,Z_{\rm dyn}=\frac{8nt}{\pi}\sqrt m\int_0^{\pi/2}\frac{\cos^2\phi}{D}\,d\phi .
\end{equation}
The right side grows with $m$, and $m$ falls as $\Delta$ rises. Hence $\Delta Z_{\rm dyn}$ falls, and the slope is below $-1$.

\section{Numbers for perovskite-like chains}

\textbf{Q:} Is this enough to turn 4 into something like 7?

\textbf{A:} Take round model parameters, not those of a named compound: $a=4$ \AA, $n=3.5$, $Z_{\rm nom}=4$ and $\Delta=4$ eV. Along the chain there are one $\sigma$ channel with $t=1.4$ eV and two $\pi$ channels with $t=0.7$ eV, treated as independent chains. The four oxygens beside M, off the chain axis, are left out; this omission raises the result by more than one unit of charge, as the last section states. For $\sigma$, $E_m=\sqrt{4+7.84}=3.441$ eV and $m=0.662$, with ${\rm K}=2.023$ and ${\rm E}=1.264$. Then
\begin{align}
Z_{\rm dyn}&=\frac{4(3.5)(3.441)}{4\pi}\,[1.264-0.338\times2.023]\simeq2.22,\\
N_d&=1-\frac{4\times2.023}{3.441\,\pi}\simeq0.25 .
\end{align}
The net $\sigma$ anomaly is 1.97. Each $\pi$ channel has $Z_{\rm dyn}=0.74$ and $N_d=0.10$, a net 0.64. Altogether
\begin{equation}
Z^*=4+1.97+2(0.64)=7.25 .
\end{equation}
The static charge, counting only the bonds along the chain, is 3.55. The wide-gap estimate would give 2.94 for the $\sigma$ anomaly, about half as much again as the full value, so Eq.~(\ref{wide}) gives the right sign but is too crude for the size here. The ratio $Z_{\rm dyn}/N_d$ is also 8.8 rather than its wide-gap limit $2n=7$.

\textbf{Q:} How strongly does the result depend on the gap?

\textbf{A:} With the hoppings held fixed, the three channels give:
\begin{center}
\begin{tabular}{cccc}
$\Delta$ (eV) & static ($e$) & $Z_{\rm dyn}$ ($e$) & $Z^*$ ($e$)\\
2 & 3.04 & 9.95 & 12.99\\
4 & 3.55 & 3.70 & 7.25\\
6 & 3.75 & 1.90 & 5.65\\
12 & 3.925 & 0.540 & 4.465
\end{tabular}
\end{center}
As the gap narrows, the static charge falls and the Born charge rises. A large Born charge is therefore not a sign of a more ionic bond. At 12 eV the excess is modest. At fixed $n$ the excess per channel depends only on $\Delta/t$: for $n=3.5$ it is 1.97 at $\Delta/t=2.9$, 0.64 at 5.7 and 0.08 at 17.

\section{Where the charge goes}

\textbf{Q:} You said that charge is driven along the chain. How far does it go?

\textbf{A:} Move one M to the right and look at the $\sigma$ channel at $\Delta=4$ eV. Per \AA ngstr\"om of displacement, the right oxygen loses 0.350 electrons and the left one gains 0.350. The next M on the right loses 0.070, and the next oxygen there loses 0.015, with opposite changes on the left. The nearest oxygen pair contributes $2\times2\times0.350=1.40$ to $Z_{\rm dyn}$, or 63\%. The rest comes from farther sites, whose small transfers act over longer distances. The nearest-pair share is 93\% at 12 eV and 35\% at 2 eV, so in these cases the response spreads as the gap narrows. This profile assumes that the neighbours' levels do not shift, and it is sensitive to that assumption: at 4 eV, raising the right oxygen level and lowering the left one by 3 eV per \AA ngstr\"om of displacement changes the nearest-pair share from 63\% to 106\%. Such shifts can occur at first order when a single M moves, but they cancel in $Z^*$ by the inversion argument for uniform displacement.

\textbf{Q:} If all the M atoms move together, every oxygen loses on one side and gains on the other. Where is the dipole then?

\textbf{A:} At the ends. By inversion, interior populations have no first-order change. Equal numbers of electrons pass through each interior bond, and charge appears where the chain stops. A dipole $eZ_{\rm dyn}u$ per length $a$ requires an end charge $eZ_{\rm dyn}u/a$. Diagonalization of a long open chain gives $0.556\,e$ per \AA ngstr\"om, and $0.556\times4=2.22$ recovers $Z_{\rm dyn}$. For such a uniform displacement, the first-order changes of the site charges inside the crystal vanish and so do not reveal this current.

\textbf{Q:} What happens if the oxygen moves instead?

\textbf{A:} Moving M and O together leaves every bond length unchanged and carries the electrons rigidly along. The dipole is then that of the summed nominal charges, here $4-2=2$ per cell, so the two anomalies must cancel. In this example, oxygen moving along the chain has $Z^*=-2-3.25=-5.25$. The pairwise cancellation belongs to the isolated chain. In a three-dimensional perovskite only the sum of the anomalies over all atoms vanishes, and the sideways oxygens take a share. Tests on open chains confirm the opposite anomalies and Eq.~(\ref{closed}); discretized Berry phases confirm the net anomaly. The numerical check makes these comparisons at gaps of 1, 4 and 12 eV.

\section{Limits of the result}

\textbf{Q:} Your narrow-gap formula diverges. Can the polarization become as large as I like?

\textbf{A:} No. $Z^*$ is a slope at $u=0$. At finite $u$, $|h|^2=t_R^2+t_L^2-2t_Rt_L\cos ka$ is smallest at $k=0$, and the gap is
\begin{equation}
\Delta_u=\sqrt{\Delta^2+4(t_R-t_L)^2}\simeq\sqrt{\Delta^2+16\alpha^2u^2}.
\end{equation}
The linear law needs $4\alpha u\ll\Delta$, and also $nu\ll d$, so that the hoppings themselves change linearly with $u$. If $\Delta\to0$ at fixed $u>0$, the $p$ and $d$ sites become equivalent and the middle of each bond becomes an inversion centre. The electron centre must then lie at such a point. Weakening the long bond to zero keeps the gap open and leaves electrons shared by isolated short bonds, so the centre is the middle of the short bond. For $\Delta=0.001$ eV and $u=0.1$ \AA, the $\sigma$ centre is at 1.051 \AA\ from the undisplaced M, against 1.050 \AA\ for the bond middle. Starting from the oxygen at 2 \AA, it has moved by about $a/4$ and can gain little more from a smaller $\Delta$.

\textbf{Q:} Is $u=0.1$ \AA\ still linear in your 4 eV example?

\textbf{A:} Nearly. There $4\alpha u=0.98$ eV for $\sigma$. The linear law gives a cell dipole of $7.25\times0.1=0.725\,e$\,\AA, and the full Berry phase gives 0.7245. Part of this close agreement is a cancellation: the $\sigma$ anomaly is about 1\% below its linear value, and each $\pi$ anomaly about 1\% above. With a cell volume of 64 \AA$^3$ and only M displaced, the polarization is $5.44\times10^4$ statC/cm$^2$, or 0.18 C/m$^2$. Nominal charges would give 0.10 C/m$^2$.

\textbf{Q:} What should I not read into the value 7.25?

\textbf{A:} It is not a prediction for a compound. The $d$ orbitals also bond sideways to other oxygens, which couples the chains. The electrons that these bonds place on M travel with it, and the coupling also weakens the flow along the chain. In a cubic model with all five $d$ and nine $p$ orbitals at the same parameters ($\Delta=4$ eV), the static charge falls from 3.55 to 2.82, $Z_{\rm dyn}$ from 3.70 to 3.16 and $Z^*$ from 7.25 to 5.98; oxygen then has $-4.76$ along the bond and $-1.61$ sideways. Dipole matrix elements between $p$ and $d$ orbitals, electron interactions and other bands are missing. The same $\Delta$ was given to all three channels, and in a real crystal the optical gap need not equal the $p$--$d$ separation. What the model does show is that ordinary hopping strengths, changing with bond length, can raise the Born charge well above nominal while the static charge stays below it.

\section*{Table of computed values}
\begin{verbatim}
period a = 4.0 angstrom, bond d = 2.0 angstrom
exponent n = 3.5, nominal charge = 4 e
gap = 4.0 eV, t_sigma = 1.4 eV, t_pi = 0.7 eV
sigma: alpha = 2.450 eV/angstrom, Em = 3.4409 eV, m = 0.6622
sigma: K(m) = 2.0231, E(m) = 1.2638
sigma: N_d = 0.2514 electrons, Z_dyn = 2.2246 e
sigma: net anomaly = 1.9732 e, wide-gap estimate = 2.9400 e
one pi: alpha = 1.225 eV/angstrom, Em = 2.4413 eV, m = 0.3289
one pi: K(m) = 1.7312, E(m) = 1.4324
one pi: N_d = 0.0971 electrons, Z_dyn = 0.7357 e
one pi: net anomaly = 0.6386 e, wide-gap estimate = 0.7350 e
gap scan, three channels; last column: d ln Z_dyn/d ln gap, sigma
gap (eV)  static (e)  Z_dyn (e)  Z* (e)  slope
   1.0      2.431     22.964    25.395   -1.069
   2.0      3.037      9.949    12.986   -1.191
   3.0      3.363      5.699     9.062   -1.322
   4.0      3.554      3.696     7.250   -1.442
   6.0      3.753      1.902     5.654   -1.625
   8.0      3.846      1.146     4.992   -1.741
  12.0      3.925      0.540     4.465   -1.863
one M displaced to the right, sigma channel, electrons per angstrom:
  right O: -0.3501, left O: 0.3501
  next M right: -0.0697, next O right: -0.0154
nearest-O share of Z_dyn at gap 2 eV: 0.353
nearest-O share of Z_dyn at gap 4 eV: 0.629
nearest-O share of Z_dyn at gap 12 eV: 0.927
all M displaced, sigma: right-end charge = 0.5561 e/angstrom
all M displaced: largest interior change < 1e-7 electrons/angstrom: True
displacement u = 0.1 angstrom, cell volume = 64 angstrom^3
sigma gap at this u = 4.1207 eV
cell dipole: linear = 0.7250, full = 0.7245 e angstrom
polarization, nominal: 3.0020e+04 statC/cm^2 = 0.1001 C/m^2
polarization, linear: 5.4414e+04 statC/cm^2 = 0.1815 C/m^2
polarization, full: 5.4377e+04 statC/cm^2 = 0.1814 C/m^2
electron centre at bare gap 0.001 eV, u = 0.1 angstrom: 1.0507 angstrom
middle of the short bond: 1.0500 angstrom
\end{verbatim}
